# Why n-type oxide-channel ferroelectric transistors program readily but erase weakly

A ferroelectric can fully reverse its polarization under a gate only if charge of the matching sign gathers on its far side, in the channel or on an electrode behind it. An n-type oxide channel supplies electrons from its source and drain, so a positive gate pulse programs it. A full erase needs positive charge of similar size, and without holes there is little of it: the donors, plus whatever field reaches an electrode behind the channel. The negative pulse therefore removes the electrons and then stalls. Further gate voltage pulls down the potential of the whole channel instead of building field in the ferroelectric. In the example below, +2.5 V puts 1.62 V across the ferroelectric, while -2.5 V puts 0.64 V across it and leaves the polarization positive on the hysteresis branch used there.

If the film is thin and lightly doped and the back insulator is thick, little of the lost voltage drops across the depleted film itself. Most of the loss lies between the channel as a whole and the grounded source and back electrode.

## The charge limit

Consider the interior of a long channel, where fields are vertical. From top to bottom the stack is gate, ferroelectric (thickness $t_F$), channel ($t_S$), back insulator ($t_B$) and grounded back electrode. Source and drain are grounded. Fields and displacements are positive when they point from gate to channel. In the ferroelectric

$$D=\varepsilon_F E+P ,$$

where $P$ is the switchable polarization and $\varepsilon_F$ the background permittivity. The bands are taken as flat at zero gate voltage when $P=0$, and interface traps are left out.

Gauss's law across the channel, with donor density $N_d$ and sheet densities $n_s$ of electrons and $p_s$ of holes, gives the displacement leaving at the back:

$$D_b=D+q(N_dt_S-n_s+p_s).$$

For programming, $D>0$ and electrons balance it. For erasure, $D<0$. With $p_s=0$ and $n_s\ge 0$,

$$-D=q(N_dt_S-n_s)-D_b\le qN_dt_S+|D_b| .$$

While the ferroelectric field points in the erasing direction, $E=-|E|$, so

$$P=D+\varepsilon_F|E|\ \ge\ -\left(qN_dt_S+|D_b|\right).$$

The inequality for $-D$ holds for any hysteresis law, although the value of $|D_b|$ depends on $E$ and so on the law; the bound on $P$ needs $E\le0$. If the bracket is much smaller than the remanent polarization $P_r$, the state $P=-P_r$ at $E\le0$ is out of reach. Where $P$ stalls, and with which sign, does depend on the law. A single-domain Landau law has a negative-slope segment on which $P$ keeps falling while $E>0$, so $P=D-\varepsilon_FE$ can pass the bracket by up to $\varepsilon_FE_c$, where $E_c$ is the coercive field. With the stack, $P_r$ and $E_c$ of the example below, such a law gives $P\approx-2.3$ uC/cm$^2$ at -1.5 V without holes, about half of $P_r$. The numbers below use monotone branches, on which $P$ turns negative only at $E<-E_c$.

## Where the voltage goes

Let $\phi$ be the channel potential measured from its flat-band value, with $\phi_s$ at the ferroelectric and $\phi_b$ at the back. The gate voltage is

$$V=Et_F+\phi_s .$$

**Programming.** Let $x$ run from the ferroelectric into the channel. In strong accumulation $dD/dx=-qn$ and $D=-\varepsilon_S\,d\phi/dx$. Multiplying the first relation by $D$ gives

$$D\frac{dD}{dx}=\varepsilon_S\,qn\frac{d\phi}{dx}.$$

Integrate from the surface to a depth where both $D$ and the electron density are negligible. The left side gives $-D^2/2$. Reversing the limits on the right removes the minus sign:

$$\frac{D^2}{2\varepsilon_S}=\int_0^{e_s} n(e)\,de .$$

Here $e$ is the local Fermi energy above the conduction-band edge and $e_s$ its surface value. So many electrons are needed that they are degenerate: $n=(2me)^{3/2}/(3\pi^2\hbar^3)$. Since $\int_0^{e_s}e^{3/2}de=\tfrac25e_s^{5/2}$,

$$e_s^{5/2}=\frac{15\pi^2\hbar^3D^2}{4\varepsilon_S(2m)^{3/2}} .$$

The cost of accumulation thus grows as $D^{4/5}$. It is appreciable, but the contacts keep supplying charge as the gate voltage rises.

**Erasure.** Once the electrons have gone, the channel holds uniform donor charge and its displacement is $D+qN_dx$. The drop across the film is

$$\phi_s-\phi_b=\frac1{\varepsilon_S}\int_0^{t_S}(D+qN_dx)\,dx=\frac{Dt_S}{\varepsilon_S}+\frac{qN_dt_S^2}{2\varepsilon_S}.$$

The back insulator has capacitance $C_b=\varepsilon_B/t_B$ per area, so $\phi_b=D_b/C_b=(D+qN_dt_S)/C_b$. Adding the parts,

$$V=Et_F+\frac{Dt_S}{\varepsilon_S}+\frac{qN_dt_S^2}{2\varepsilon_S}+\frac{D+qN_dt_S}{C_b}.$$

Now change $V$ slightly. Define $1/C_x=t_S/\varepsilon_S+1/C_b$ and $C_F=(\varepsilon_F+dP/dE)/t_F$. Then $dD=C_Ft_F\,dE$, and

$$dV=t_F\,dE+\frac{dD}{C_x}=t_F\,dE\left(1+\frac{C_F}{C_x}\right).$$

The share of extra erase voltage that reaches the ferroelectric is therefore

$$\frac{t_F\,dE}{dV}=\frac{C_x}{C_x+C_F}.$$

A thick back insulator makes $C_x$ small, and the ferroelectric field almost stops growing.

## How large the effect is

The example has the regime of hafnium-zirconium oxide on amorphous indium gallium zinc oxide, with rounded, rough parameters. The ferroelectric and channel are each 10 nm thick, and the back insulator is 100 nm of silica. Their relative permittivities are 30, 12 and 3.9. The channel has $N_d=10^{18}$ cm$^{-3}$, electron mass $0.34\,m_0$, an assumed hole mass $m_0$ and a 3.1 eV gap. The temperature is 300 K.

The outer hysteresis branches are

$$P=P_s\tanh\frac{E\mp E_c}{w},$$

with the upper sign for programming. Here $P_s=5$ uC/cm$^2$, $P_r=4.5$ uC/cm$^2$ and $E_c=0.8$ MV/cm. The condition $\tanh(E_c/w)=P_r/P_s$ fixes $w=0.543$ MV/cm. Each pulse is thus judged from the opposite saturated state, and $P$ is its value at the pulse peak. The two pulses are separate cases, not a consecutive cycle, and release of the pulse is not modelled.

Poisson's equation was solved on a finite-difference grid with Fermi-Dirac electrons and equilibrium holes:

| Quantity | +2.5 V | -2.5 V |
|---|---:|---:|
| $P$ (uC/cm$^2$) | +4.54 | +1.47 |
| $D$ (uC/cm$^2$) | +8.86 | -0.22 |
| Ferroelectric drop (V) | +1.62 | -0.64 |
| Film drop (V) | +0.85 | -0.13 |
| Back potential $\phi_b$ (V) | +0.02 | -1.73 |

For programming, the accumulation formula at the same gate voltage gives $\phi_s=0.88$ V, as does the full solution. This includes 0.04 V to bring the band edge down to the Fermi level.

For erasure, the donors provide 0.16 uC/cm$^2$ and the back electrode 0.06 uC/cm$^2$, which add up to $|D|=0.22$ uC/cm$^2$. The back electrode's part, divided by $C_b=0.0345$ uF/cm$^2$, accounts for the 1.7 V behind the channel. The ferroelectric field is -0.636 MV/cm, so $\varepsilon_F|E|=1.69$ uC/cm$^2$ and

$$P=-0.22+1.69=+1.47\ \text{uC/cm}^2 .$$

As long as holes stay absent, a larger pulse hardly helps. At -1.5, -2.5 and -3.5 V the polarization is +1.49, +1.47 and +1.44 uC/cm$^2$. Near -2.5 V, 0.30% of any added voltage reaches the ferroelectric; near +2.5 V the share is 76%.

Changing one part of the stack at a time, with the pulse held at -2.5 V, identifies the cause. A metal in place of the channel gives $P=-4.98$ uC/cm$^2$. A hypothetical channel with a 1 eV gap and holes in equilibrium (hole mass $m_0$) gives -3.18 uC/cm$^2$, with $3.9\times10^{13}$ holes per cm$^2$. The ferroelectric is the same in all three cases; the supply of positive charge differs.

## Why holes do not arrive

At -2.5 V the channel's valence-band edge still lies 1.2 eV below the source Fermi level. Even equilibrium would therefore supply a negligible number of holes, and direct band-to-band tunnelling from the source has no aligned states. Since nearly all added voltage shifts the channel, alignment would begin near -3.7 V in this model. Beyond that, hole injection or tunnelling may relieve the stall, and the hole-free formula no longer suffices. If holes reached equilibrium within the pulse, $P$ would be about -0.1 uC/cm$^2$ at -4 V and -4.35 uC/cm$^2$ at -5 V; whether they arrive in time is not modelled. These values depend on the assumed hole mass: $10\,m_0$ gives about -1.1 and -4.8 uC/cm$^2$, shortens the 300 K supply time below by a factor of about 6 and raises the equilibrium hole density about 30 times, which leaves both negligible at -2.5 V.

Thermal generation is no remedy. For midgap centres with equal electron and hole lifetimes $\tau$, a depleted film generates $n_i/(2\tau)$ pairs per volume and time, where $n_i$ is the intrinsic density. This rate holds only while both carrier densities stay below $n_i$, so supplying $P_r$ would take at least

$$t=\frac{2\tau P_r}{q\,n_it_S}.$$

With $\tau=1$ ns this is about $5.5\times10^{17}$ s at 300 K and $10^{11}$ s at 400 K. The estimate is crude, but no plausible lifetime brings it near a pulse length. It is also only a lower bound: the rate falls as holes gather, and net generation stops at the equilibrium density, about $3\times10^{-8}$ holes per cm$^2$ at -2.5 V and 300 K.

## What the model leaves out

Confinement makes programming harder. A self-consistent Schrodinger-Poisson solution with hard walls, at the same +2.5 V, raises $\phi_s$ to 1.11 V and lowers $P$ to 3.97 uC/cm$^2$. Hard walls overstate the effect: a finite 2.2 eV barrier at the ferroelectric gives about 1.0 V and 4.3 uC/cm$^2$. The band is also taken as parabolic about 1 eV above its edge; a nonparabolicity of 0.5 eV$^{-1}$ would lower the unconfined $\phi_s$ by about 0.1 V. Exchange and correlation are left out as well; a local-density estimate moves the hard-wall values to 1.06 V and 4.1 uC/cm$^2$ with permittivity 12 in the interaction, or 0.94 V and 4.4 uC/cm$^2$ with permittivity 4. Programming is weakened but survives. It also leans on the low coercive field: with $E_c=1.2$ MV/cm and the same $P_r/P_s$, +2.5 V gives $P=+2.9$ uC/cm$^2$, or +2.0 uC/cm$^2$ with hard walls. A gate flat-band voltage of +0.3 or +0.5 V instead of zero lowers the programmed $P$ to 4.0 or 3.5 uC/cm$^2$ (3.2 or 2.6 with hard walls) and the valence margin at -2.5 V to 0.9 or 0.7 eV, while the erased $P$ stays at 1.46 uC/cm$^2$.

In the hard-wall solution the Fermi level lies 1.07 eV above the band edge at the surface. With a rough 2.2 eV band offset, a 1.13 eV barrier remains. The triangular-barrier tunnelling formula with mass $0.2\,m_0$ then gives about $5\times10^{-5}$ uC/cm$^2$ in 1 us, which is negligible here. The result depends exponentially on barrier, mass and field, so the verdict is fragile. At the same drive an offset of 1.9 eV gives about 1 uC/cm$^2$ in 1 us, and a mass of $0.1\,m_0$ about 0.1 uC/cm$^2$. At +3.5 V the estimate far exceeds $P_r$, so injection can no longer be ignored. At +2.5 V the ferroelectric field on this channel stays below 2 MV/cm, under the few MV/cm at which such films roughly break down.

The polarization chosen is at the low end for these ferroelectrics; good capacitor films reach roughly 10 to 20 uC/cm$^2$. With $P_r=18$ and $P_s=20$ uC/cm$^2$ and the other parameters fixed, the model without confinement gives +12.0 uC/cm$^2$ at +2.5 V and +1.8 uC/cm$^2$ at -2.5 V. Hard-wall confinement lowers the first value to +8.4 uC/cm$^2$. Programming is then incomplete, but erasure on the tanh branch still fails to reverse the sign (a single-domain Landau law would reach only about -0.35 uC/cm$^2$).

The assumption most open to doubt in real devices is the absence of traps and deep donors. Every $10^{13}$ cm$^{-2}$ of extra positive charge they provide extends the limit on $-D$ by 1.6 uC/cm$^2$. That is seven times the 0.22 uC/cm$^2$ found here, so devices rich in donor-like states can erase further than this model says, provided the states give up their electrons within the pulse. By thermal emission at 300 K, with capture cross-sections of $10^{-16}$ to $10^{-14}$ cm$^2$ and about 0.1 eV of field lowering, only levels within roughly 0.35 to 0.45 eV of the conduction-band edge empty in 1 us; a level 1 eV deep needs $10^3$ to $10^5$ s. On the tanh branch, reversing the sign of $P$ needs $-D>\varepsilon_FE_c=2.1$ uC/cm$^2$, about $1.2\times10^{13}$ cm$^{-2}$ of extra charge at the interface.

## What to do about it

**Supply holes.** Holes attack the cause, provided that they reach the ferroelectric side within the pulse. A grounded body contact on the 3.1 eV channel does not deliver them: it can at most establish the equilibrium already assumed, with $P=+1.47$ uC/cm$^2$. If holes equilibrated with a contact biased above the source, +1 V would change nothing at -2.5 V, +1.5 V would bring $P$ to about zero and +2.5 V to -4.35 uC/cm$^2$. A grounded hole-conducting layer behind the film acts only as a back electrode and leaves $P\approx+0.2$ uC/cm$^2$, or about +0.55 uC/cm$^2$ if its built-in potential holds the back face 0.5 V lower. The 1 eV case indicates the possible gain, not a ready material choice; with hard-wall confinement of the holes its $P$ is about -2.2 instead of -3.18 uC/cm$^2$.

**Bring an electrode closer.** The back electrode can replace missing channel charge if the insulator can carry the displacement. Take $|D|=P_r$ as a yardstick. It is not a full erase: on the erase branch it gives $P=-1.8$ uC/cm$^2$, and $P=-P_r$ needs $|D|=8.75$ uC/cm$^2$, because $\varepsilon_F|E|$ must be supplied too. To reach $|D|=P_r$ the electrode must provide $4.5-0.16=4.34$ uC/cm$^2$. In silica that means $D_b/\varepsilon_B\approx12.6$ MV/cm, beyond its rough breakdown field of 10 MV/cm. With relative permittivity 30 it is 1.6 MV/cm. The insulator must also be thin, to keep $D_b/C_b$ affordable. Even then the depleted film stays in series, so $C_x\le\varepsilon_S/t_S$ and only about 8% of added voltage reaches the ferroelectric near the coercive field, rising to 19% at $P=-P_r$. With no back insulator at all, -2.5 V still leaves $P\approx+0.2$ uC/cm$^2$. The sign reverses near -2.7 V, and $|D|=P_r$ would take about -5.2 V, beyond the point where the valence band aligns with the source. A thinner or more heavily doped channel is therefore needed as well; 10 nm with $2.8\times10^{19}$ donors per cm$^3$ reaches $|D|=P_r$ near -3.3 V, with the valence edge still 0.9 eV below the source Fermi level. A positive back-gate bias meets nearly the same ceiling once electrons gather at the back face and screen it: through 100 nm of silica, 50 V brings $P$ at -2.5 V to +0.2 uC/cm$^2$, and 100 V, which already puts the silica at its breakdown field, only to -0.1 uC/cm$^2$.

**Use the contacts.** Near source and drain, lateral fields hold up the channel potential. With frozen polarization and linear dielectrics, the slowest lateral mode of this stack decays over 33 nm, but it lies mainly in the thick back insulator. The channel potential itself relaxes over about 10 nm, and over about 7 nm once switching raises the dielectric response. A 1 um channel is therefore almost all interior. With contacts on the end faces of the film, the mid-channel polarization at -2.5 V is about -0.5, +0.6 and +1.2 uC/cm$^2$ for lengths of 20, 30 and 50 nm. These values depend on the contact geometry.

**Pair donors with a thin film.** Supplying $P_r$ from a 10 nm film takes $2.8\times10^{19}$ donors per cm$^3$. If full depletion just balances $D=-P_r$, then $qN_dt_S=P_r$ and $D_b=0$, and the film drop is

$$-\frac{P_rt_S}{\varepsilon_S}+\frac{P_rt_S}{2\varepsilon_S}=-\frac{P_rt_S}{2\varepsilon_S}=-2.1\ \text{V}.$$

Here the film itself does take much of the erase voltage. At -2.5 V the polarization reaches only -1.29 uC/cm$^2$, and $4.4\times10^{12}$ electrons per cm$^2$ remain, so the channel is not off. The film drop scales with $t_S$. The same donor sheet in 5 nm ($5.6\times10^{19}$ cm$^{-3}$) gives $P=-1.8$ uC/cm$^2$ at -2.5 V with the channel depleted, and $1.8\times10^{20}$ cm$^{-3}$ in 3 nm reaches -4.5 uC/cm$^2$ at -3.5 V, at the price of about 8 MV/cm at the film surface; at -2.5 V that film still holds $7\times10^{12}$ electrons per cm$^2$. In 10 nm, $1.9\times10^{19}$ cm$^{-3}$ gives -0.7 uC/cm$^2$ with fewer than $10^{10}$ electrons per cm$^2$ left. These values take flat bands at zero gate voltage for each doping and hold at the pulse peak; whether such a channel stays off after release is not modelled.

A floating metal layer of equal area that faces only the channel does not lift the limit either. If it carries no net charge, the same total flux enters and leaves it, and the channel must still supply the missing positive charge. A ferroelectric smaller than the channel does relax the limit, because it collects the flux of the larger area: with 3 nm of permittivity 20 beneath the metal, area ratios of 10, 20 and 50 give $P$ of about 0, -1.6 and -4.65 uC/cm$^2$ at -2.5 V. If the layer also overlaps source and drain, it is an equipotential that shares their charge over the whole ferroelectric, and the limit is relaxed. With 3 nm of permittivity 20 beneath it, an overlap of 20% of its area with metal contacts brings $P$ at -2.5 V to about zero, with 5.7 MV/cm across that layer. Doped-oxide contacts deplete and give less: about +0.4 uC/cm$^2$ at $5\times10^{20}$ and +0.7 uC/cm$^2$ at $10^{20}$ donors per cm$^3$.

All numerical values are calculated from the stated model.
